Pitch-dependent image shift of a three-beam grating under coma, part 2

A lens with coma shifts printed gratings by amounts that depend on their pitch, so an overlay mark can report an error that the device beside it does not have. Lengths are on the wafer side. The thin mask has pitch p along x, wave number K = 2π/p, and is lit on axis by one coherent plane wave of vacuum wavelength λ. Its order n has amplitude cₙ; for a centred opening of clear fraction d,

cₙ = sin(πnd)/(πn) for n ≠ 0, and c₀ = d,

with c₋ₙ = cₙ. Unequal orders +1, 0, −1 are written a₊, a₀, a₋. In a medium of index m, order n travels at angle β to the axis, with m sin β = nλ/p. Its pupil coordinate, in units of the numerical aperture NA, is nρ, with

ρ = λ/(p NA).

Three beams form the image when 1/2 < ρ ≤ 1.

An extra path W adds the phase +2πW/λ. With paths W₊, W₀, W₋ on the three orders,

W_odd = (W₊ − W₋)/2, W_even = (W₊ + W₋)/2 − W₀,

and ψ = 2πW_even/λ. For any strength of aberration, W_odd displaces the three-beam image rigidly by

Δx = −W_odd/(NA ρ).

Primary coma, balanced by the tilt that minimises its variance, is

W(ρ, θ) = A(3ρ³ − 2ρ) cos θ,

with θ the polar angle in the pupil from the coma axis. With the grating vector along that axis,

Δx = −(A/NA)(3ρ² − 2),

which vanishes at ρ₀ = √(2/3), the pitch p₀ = λ/(NA ρ₀).

In the example λ = 193 nm, NA = 1.35, A = 1 nm and p₀ = 175.09 nm. The device (165 nm pitch) shifts by −0.187 nm and the mark (250 nm) by +0.755 nm, a difference of −0.942 nm. Numerical images add plane waves for d = 0.4; the line centre is the midpoint between its edges at half the central intensity.

### How sharp the null is

Near the null the shift is small but not stationary. Differentiate with respect to pitch at fixed A, NA and λ. From ρ = λ/(p NA) follows dρ/dp = −ρ/p, so

dΔx/dp = −(A/NA) 6ρ (dρ/dp) = 6Aρ²/(NA p).

At the null ρ² = 2/3, and

dΔx/dp = 4A/(NA p₀) = 4/(1.35 × 175.09) = 0.0169 nm per nm of pitch.

The slope is positive for positive A. A mark designed at the null pitch would have no shift from primary coma in this model, but the 165 nm device would keep its −0.187 nm, and the mark would give no warning of it. For primary coma alone and two three-beam gratings of the same orientation, imaged with the same source, the error between mark and device cancels only if their values of ρ² agree, which means equal pitch, or if the grating vector is perpendicular to the coma axis, as the next section shows. Higher-order coma, or a mark whose second orders pass, can also make the shifts of unequal pitches coincide, but such a coincidence depends on the mixture of aberrations or on the threshold.

### Turning the grating

Let the grating vector make an angle α with the coma axis. The order +1 then lies at θ = α and the order −1 at θ = α + π. Since cos(α + π) = −cos α, the paths are still opposite, and W_odd = A(3ρ³ − 2ρ) cos α. Hence

Δx = −(A/NA)(3ρ² − 2) cos α,

measured along the grating vector. A displacement along the lines of an endless grating cannot be seen. At α = 90° the shift is zero for every three-beam pitch, and ρ₀ is no longer a special radius. The numerical images of the 250 nm grating confirm the factor at 60° and at 90° within 10⁻⁸ nm.

### Strong coma, defocus and unequal orders

The rigid displacement was derived without assuming weak coma, so it should survive a hard case. Take A = 40 nm at 250 nm pitch, for which the formula gives a shift of 30.19 nm, and add a defocus z = 30 nm in water of index m = 1.44. The path of defocus follows from the phase of a plane wave after a distance z along the axis, (2π/λ) m z cos β. With m sin β = NA r, where r is the distance from the pupil centre,

W_def = z m cos β = z √(m² − NA² r²).

This is even across the pupil. The image with coma and defocus should then equal the image with defocus alone, moved by 30.19 nm. Over a full period the two differ by at most 6 × 10⁻¹⁶ of the intensity in a clear field, which is rounding error. The comparison was made for the symmetric mask and for the unequal orders a₋ = 0.15 + 0.08i, a₀ = 0.4, a₊ = 0.32. In the second case the image without coma may itself be lopsided or displaced, and the formula gives the additional displacement due to coma.

### The direction of the electric field

At high NA the beams cross at large angles, and the direction of the field matters. If the field lies along the grating lines (TE), it is parallel in all three beams and the scalar sum applies. If it lies in the plane of the beams (TM), the outer beams have components along x and along the axis z. Their directions of travel are (±sin β, cos β) in the (x, z) plane, and the fields perpendicular to these are (cos β, ∓sin β). With u = Kx + 2πW_odd/λ the components add to

E_x = c₀ + c₁ cos β [exp(iu) + exp(−iu)] = c₀ + 2c₁ cos β cos u,

E_z = −c₁ sin β [exp(iu) − exp(−iu)] = −2i c₁ sin β sin u.

If the resist responds to the total electric intensity, then

I = (c₀ + 2c₁ cos β cos u)² + 4c₁² sin² β sin² u.

The contrast differs from the scalar case, but x still enters through u, so the shift is the same. As β → 0 the scalar image returns. For A = 40 nm at 250 nm pitch, in focus, the TM image is a displaced copy of the image without coma to within 3 × 10⁻¹⁶ on the same scale. It is assumed that the lens applies the same path to both polarisations and does not mix them.

### A fourth and a fifth beam

The rigid shift fails when second orders of non-zero amplitude pass. Order n lies at nρ, and its path W(nρ) displaces its own harmonic of the field by

Δₙ = −W(nρ)/(NA nρ) = −(A/NA)(3n²ρ² − 2).

The field of the symmetric mask is therefore

U = c₀ + 2c₁ cos K(x − Δ₁) + 2c₂ cos 2K(x − Δ₂).

Because Δ₁ and Δ₂ differ, the profile is deformed, and "the shift" depends on the intensity at which the edges are read. To see how, write the undisturbed field as c₀ + U₁ + U₂, with U₁ = 2c₁ cos Kx and U₂ = 2c₂ cos 2Kx. To first order in the displacements,

U(x) ≈ c₀ + U₁ + U₂ − Δ₁U₁′ − Δ₂U₂′.

An edge at fixed field value moves by δ, where (U₁′ + U₂′)δ = Δ₁U₁′ + Δ₂U₂′. So

δ = (1 − w)Δ₁ + wΔ₂, w = U₂′/(U₁′ + U₂′).

With U₁′ = −2Kc₁ sin Kx, U₂′ = −4Kc₂ sin 2Kx and sin 2Kx = 2 sin Kx cos Kx,

w = 4c₂ cos Kx/(c₁ + 4c₂ cos Kx).

This is even in x, so to first order both edges of the line move by the same δ. For c₁ and c₂ positive, as at a clear fraction of 0.4, w grows as the edge approaches the bright centre. A higher threshold thus gives more weight to Δ₂.

At ρ = 0.4, a pitch of 357.41 nm, Δ₁ = 1.52 A/NA and Δ₂ = 0.08 A/NA. The shift should fall as the threshold rises. The images with A = 1 nm give 0.761 nm at a threshold of 0.2 of the central intensity and 0.579 nm at 0.7. For three beams at 250 nm pitch the midpoints at the same two thresholds agree within 10⁻⁸ nm.

### A source of finite size

A real source fills a part of the pupil. Let a source point sit at s = (s_x, s_y) in pupil units. Its three beams then lie at s and s ± ρ along x. In Cartesian pupil coordinates balanced coma is

W = A(3q_x³ + 3q_x q_y² − 2q_x).

The half-difference between q_x = s_x + ρ and q_x = s_x − ρ is needed, with q_y = s_y. For the cube,

[(s_x + ρ)³ − (s_x − ρ)³]/2 = 3s_x²ρ + ρ³,

and for q_x itself it is ρ. Therefore

W_odd = A(9s_x²ρ + 3ρ³ + 3s_y²ρ − 2ρ)
= Aρ(3ρ² − 2 + 9s_x² + 3s_y²).

Different source points are incoherent with each other, so their intensities add. In focus and for real, symmetric orders, the even path enters through cos ψ, which differs from one only in second order in A. To first order each source point contributes the same profile with its own small displacement, and the sum is displaced by the mean. For a uniform disc of radius σ the mean of s² is

(2/σ²) ∫ s³ ds = σ²/2, from 0 to σ,

so s_x² and s_y² each average to σ²/4. The bracket gains 9σ²/4 + 3σ²/4 = 3σ², and

Δx = −(A/NA)(3ρ² − 2 + 3σ²).

The null moves to ρ² = 2/3 − σ². As σ → 0 the coherent result returns. The formula requires that no first order is clipped, ρ + σ ≤ 1, and, for a general mask, that no second order enters, 2ρ − σ > 1.

At σ = 0.1 both pitches of the example meet these conditions. The images give −0.209 nm for the device and +0.733 nm for the mark. Both have moved by the same −0.022 nm, and their difference is still −0.942 nm. The null lies at 176.42 nm instead of 175.09 nm.

At σ = 0.3 the conditions fail: part of the first orders of the device is clipped, and second orders of the mark enter. At half the central intensity the shifts become −0.06 nm and +0.45 nm, and the difference shrinks to about −0.5 nm. The shifts are given to two decimals and the difference to one, because a finite set of source points follows the clipping edge only roughly. The displacement is no longer rigid, so these values also depend on the threshold. Each grating suffers just one of the two failures. The formula would have given −0.39 nm and +0.55 nm, so the clipping moves the device by about +0.3 nm and the second orders move the mark by about −0.1 nm.

### Other errors of the lens and the illumination

The next order of coma has the balanced form B(10ρ⁵ − 12ρ³ + 3ρ) cos θ. The general formula gives its shift along the coma axis,

Δx = −(B/NA)(10ρ⁴ − 12ρ² + 3).

At ρ² = 2/3 the bracket is 40/9 − 8 + 3 = −5/9, so the null of primary coma is not a null of this term. For B = 0.3 nm the device moves by +0.083 nm and the mark by −0.032 nm. The difference, 0.115 nm, is about 12% of that from primary coma. It reduces the error if B has the sign of A and increases it otherwise.

For a symmetric mask, defocus moves the line when the illumination axis is tilted. With the source point displaced by a small s along x, the outer beams lie at s ± ρ, and the even path W_def acquires a half-difference. To first order in s it is s times the derivative of W_def at ρ:

W_odd ≈ −s z NA² ρ/√(m² − NA²ρ²),

Δx ≈ s z NA/√(m² − NA²ρ²).

The shift vanishes if either s or z does. For s = 0.005 and z = 30 nm the images give +0.241 nm for the device and +0.167 nm for the mark, a difference of about 0.07 nm. The shift of the device exceeds its coma shift of 0.187 nm in size. A measured zero of the shift near 175 nm pitch would therefore say little about coma unless focus and illumination axis were controlled.

### Beside a real scanner

The wavelength, aperture and immersion liquid are those of an argon fluoride water-immersion scanner, in round figures. The coma of 0.35 nm root mean square is chosen for illustration and is not the measured value of any tool. The nearly coherent on-axis source is far from typical. Production exposures use wider or off-axis sources, and this matters: a disc of σ = 0.3 already brings the difference from −0.94 nm to about −0.5 nm. With off-axis sources the beams occupy other pupil positions, and the null pitch found here should not be carried over. The mark is idealised too. Overlay marks read with visible light usually have much coarser pitches than 250 nm, so more than three beams form their images and the three-beam formula does not give their shift. At 1000 nm pitch, with the on-axis source and a clear fraction of 0.4, it would give +1.44 nm, while the image read at half the central intensity is displaced by +0.87 nm. That value depends on the threshold: it is +0.79 nm at 0.3 of the central intensity and +1.02 nm at 0.7. It also depends on the exact pitch, because the seventh orders lie just outside the pupil, at 1.0007 of its radius. At 1001 nm pitch they pass, and the shift at half the central intensity falls to +0.63 nm.

The values given for clipped orders and for more than three beams are scalar sums in which every passing order keeps its mask amplitude. At NA = 1.35 the polarisation, and the growth of amplitude towards the pupil edge in a reducing lens, leave the rigid three-beam shift unchanged but alter these values. Depending on whether the light is TE, TM or unpolarised and on whether that growth is included, the shift at half the central intensity lies between +0.81 and +1.05 nm at 1000 nm pitch and between +0.49 and +0.87 nm at 1001 nm. At σ = 0.3 it lies between −0.13 and +0.01 nm for the device and between +0.40 and +0.47 nm for the mark, while their difference stays near −0.5 nm. The thickness of the mask, the chemistry of the resist and errors of the overlay reading itself are left out and have not been sized.

Table of computed values

```
Wavelength: 193.0 nm
Numerical aperture: 1.35
Coma coefficient A: 1.00 nm
Clear fraction of mask period: 0.40
Balancing tilt per unit cubic coma: -0.666667
Rms coma path: 0.3536 nm
Rms coma path in thousandths of a wave: 1.83
Shortest three-beam pitch: 142.96 nm
Upper pitch limit, general mask: 285.93 nm
Pitch 150 nm: radius 0.9531, shift -0.5371 nm, without balancing tilt -2.0186 nm
Pitch 165 nm: radius 0.8664, shift -0.1868 nm, without balancing tilt -1.6683 nm
Pitch 200 nm: radius 0.7148, shift +0.3460 nm, without balancing tilt -1.1355 nm
Pitch 250 nm: radius 0.5719, shift +0.7548 nm, without balancing tilt -0.7267 nm
Pitch 280 nm: radius 0.5106, shift +0.9022 nm, without balancing tilt -0.5793 nm
Null radius found from images: 0.816497
Square root of two thirds: 0.816497
Null pitch: 175.09 nm
Slope of shift at null: 0.01692 nm per nm of pitch
Unbalanced coma shift at null pitch: -1.4815 nm
Device minus mark shift: -0.9416 nm
Strong coma coefficient in rigidity test: 40.0 nm
Strong coma shift at mark pitch: 30.1913 nm
Largest rigidity error, relative to clear field: 5.6e-16
Largest TM rigidity error, same scale: 3.3e-16
Five-beam test pitch: 357.41 nm
Five-beam shift at threshold 0.2 of centre: 0.7614 nm
Five-beam shift at threshold 0.7 of centre: 0.5795 nm
Small source radius sigma: 0.10
Small source, device shift: -0.2090 nm
Small source, mark shift: 0.7326 nm
Small source, device minus mark: -0.9416 nm
Small source, null pitch: 176.42 nm
Wide source radius sigma: 0.30
Wide source, device shift: -0.0560 nm
Wide source, mark shift: 0.4472 nm
Wide source, device minus mark: -0.5032 nm
Higher-order coma coefficient: 0.30 nm
Higher-order coma, device shift: 0.0829 nm
Higher-order coma, mark shift: -0.0323 nm
Higher-order coma, device minus mark: 0.1151 nm
Water index: 1.44
Defocus: 30.0 nm
Illumination axis offset in pupil units: 0.0050
Defocus with axis offset, device shift: 0.2411 nm
Defocus with axis offset, mark shift: 0.1666 nm
Defocus with axis offset, device minus mark: 0.0745 nm
```
